# Linear Divergence of Charged-Slab Defect Energies with Vacuum Thickness, part 2

A charged defect in a slab is computed in a cell that repeats in all three directions, and its electrostatic energy grows without limit as the vacuum between slabs is thickened. The aim is to know the law of this error so that it can be removed.

The direction $z$ is normal to the slab, and each lateral cell holds one defect of charge $q$. A uniform background of opposite sign fills the whole cell, slab included, and the potential $\phi$ has zero mean. Equations are in SI units, with $e$ the elementary charge and $e/\varepsilon_0=18.0951$ V nm. Energy per area is $u$.

In vacuum, a sheet of unit charge per area has the potential

$$
G(z)=\frac1{\varepsilon_0}\left[\frac L{12}-\frac{|z|}2+\frac{z^2}{2L}\right],\qquad |z|\le L. \tag{4}
$$

A planar-averaged defect charge $\lambda(z)$ in vacuum, with total $\sigma=\int\lambda\,dz$, has the energy

$$
u=\frac12\iint\lambda(z)\lambda(z')G(z-z')\,dz\,dz'
$$
$$
=\frac{\sigma^2L}{24\varepsilon_0}
-\frac1{4\varepsilon_0}\iint\lambda\lambda'|z-z'|\,dz\,dz'
+\frac1{4\varepsilon_0L}\iint\lambda\lambda'(z-z')^2\,dz\,dz'. \tag{5}
$$

For a bare sheet the energy per cell is

$$
U_{\rm sheet}=\frac{q^2L}{24\,\varepsilon_0A}. \tag{6}
$$

The slab is a linear, uniform dielectric with sharp faces. The displacement $D=\varepsilon_0\varepsilon(z)E$, with $E$ the field, obeys $dD/dz=\rho$, where $\rho$ contains the sheet and the background but not the polarisation charge. The energy density is $D^2/(2\varepsilon_0\varepsilon)$. For a sheet at the slab centre, $z=0$, symmetry makes the additive constant in $D$ zero, so $D=\sigma(\tfrac12-z/L)$ for $0<z<L$, and

$$
u=\frac{\sigma^2L}{24\varepsilon_0}\left[\frac{1-x^3}{\varepsilon}+x^3\right]
=\frac{\sigma^2L}{24\varepsilon_0}\left[\frac1\varepsilon+\chi x^3\right]. \tag{7}
$$

In the example, the table of energies per cell gives 0.161, 0.263, 0.539 and 1.201 eV for the slab at 1, 2, 4 and 8 nm of vacuum. The limiting slope is 0.1885 eV/nm.

## Depth, lateral structure, reference level and limits

The symbols carried over are the period $L$, the slab thickness $d$, the vacuum thickness $L_v=L-d$, the lateral area $A$, the charge per area $\sigma=q/A$, the relative permittivity $\varepsilon$, and the abbreviations $\chi=1-1/\varepsilon$ and $x=1-d/L$. The background is uniform and the mean potential is zero. A bare sheet has energy $\sigma^2L/(24\varepsilon_0)$ per area and potential $\sigma L/(12\varepsilon_0)$ at its own plane. A sheet at the centre of a slab has the energy (7), whose slope tends to that of the bare sheet. In the example $q$ is one elementary charge, $d=2$ nm, $A=4\ \mathrm{nm^2}$ and $\varepsilon=3.9$.

Defects near a surface or an interface are not at the centre of the slab. Let the sheet be displaced by $s$ from the centre towards positive $z$, and keep $z=0$ at the sheet. The slab then extends from $-b_-$ to $b_+$, with $b_\pm=d/2\mp s$. The symmetry that removed the constant in $D$ is lost, so write

$$
D=\sigma f(z)+D_0,
$$

where $f=\tfrac12-z/L$ for $0<z<L$ and $f=-\tfrac12-z/L$ for $-L<z<0$. Over a full period $\int f\,dz=0$ and $\int f^2dz=L/12$.

The factor $1/\varepsilon(z)$ equals 1 in vacuum and $1-\chi$ in the slab. Periodicity of the potential requires $\int D/\varepsilon\,dz=0$, which reads

$$
-\sigma\chi I_1+D_0(L-\chi d)=0,\qquad I_1=\int_{\rm slab}f\,dz .
$$

The integral is

$$
I_1=\frac{b_+-b_-}{2}-\frac{b_+^2-b_-^2}{2L}
=-s+\frac{2sd}{2L}=-sx,
$$

where $b_+-b_-=-2s$ and $b_++b_-=d$ were used. Thus $D_0=-\sigma\chi sx/(L-\chi d)$.

The energy per area is $\frac{1}{2\varepsilon_0}\int D^2/\varepsilon\,dz$. Expanding the square gives

$$
u=\frac1{2\varepsilon_0}\left[\sigma^2J-2\sigma D_0\chi I_1+D_0^2(L-\chi d)\right],
\qquad J=\int\frac{f^2}{\varepsilon}dz .
$$

Since $D_0(L-\chi d)=\sigma\chi I_1$, the last two terms combine to $-\sigma D_0\chi I_1=-\sigma^2\chi^2s^2x^2/(L-\chi d)$.

For $J$ one needs the integral of $f^2$ over the slab. On each side of the sheet $|f|$ falls from $\tfrac12$ to $\tfrac12-b_\pm/L=\tfrac12(x\pm y)$, with $y=2s/L$. Therefore

$$
\int_{\rm slab}f^2dz=\frac L{24}\left[2-(x+y)^3-(x-y)^3\right]
=\frac L{12}\left[1-x^3-3xy^2\right],
$$

and

$$
J=\frac L{12}-\chi\int_{\rm slab}f^2dz
=\frac L{12}\left[\frac1\varepsilon+\chi x^3\right]+\frac{\chi xs^2}{L}.
$$

The first part is the energy of the central sheet. The rest is the extra energy due to the displacement:

$$
\Delta u_s=\frac{\sigma^2\chi xs^2}{2\varepsilon_0}
\left[\frac1L-\frac{\chi x}{L-\chi d}\right].
$$

Over a common denominator the numerator is $L-\chi d-\chi xL$. Because $xL=L-d$, this equals $L(1-\chi)=L/\varepsilon$, and

$$
\Delta u_s=\frac{\sigma^2\chi s^2(L-d)}{2\varepsilon_0\varepsilon L(L-\chi d)}. \tag{10}
$$

For thick vacuum this falls as $1/L$. A defect near the surface and one in the middle have the same limiting slope, and in this planar part of the energy the same limiting constant. For $s=0.8$ nm and 4 nm of vacuum the displacement adds 0.041 eV to 0.539 eV.

The finite width of the defect charge acts in a similar way. Let the planar-averaged charge be a Gaussian of standard deviation $w$, centred in the slab, with negligible tails at the faces. Compared with the sheet, $D$ changes inside the slab alone, so the energy change is that of the same profile in vacuum divided by $\varepsilon$. In equation (5) the difference $z-z'$ of two positions drawn from the Gaussian has variance $2w^2$ and mean magnitude $\sqrt2\,w\sqrt{2/\pi}=2w/\sqrt\pi$. Hence

$$
\Delta u_w=\frac{\sigma^2}{\varepsilon_0\varepsilon}
\left[-\frac{w}{2\sqrt\pi}+\frac{w^2}{2L}\right]. \tag{11}
$$

For $w=0.15$ nm and 4 nm of vacuum this is $-0.047$ eV, nearly all of it independent of $L$.

So far the defect charge has been averaged over the plane, whereas a defect is localised laterally too. Its charge contains waves with in-plane wavevectors $\mathbf g\neq0$. In a slab that is uniform in the plane, waves of different $\mathbf g$ do not mix, and their energies add to the planar one. The background has no component at $\mathbf g\ne0$. In the vacuum Laplace's equation gives

$$
\frac{d^2\phi_{\mathbf g}}{dz^2}=g^2\phi_{\mathbf g},
$$

with solutions $e^{\pm gz}$. The influence of one slab on the next therefore carries the factor $e^{-gL_v}$. For a square cell of side $a$ the smallest $g$ is $2\pi/a$, here 3.142 nm$^{-1}$. The lateral structure adds a constant and a remainder that dies exponentially, so it does not affect the limiting slope.

For the Gaussian charge at the centre of the slab, the lateral energy at 1 nm of vacuum differs from that at 8 nm by 0.0384 meV, and at 2 nm by 0.00168 meV. The logarithm of their ratio gives a decay rate of 3.13 nm$^{-1}$, close to the smallest wavevector. A finite-difference grid of 0.025 nm shifts the second value to 0.00169 meV and the rate by 0.001 nm$^{-1}$. In this cell, then, practically all of the vacuum dependence is planar, even at 1 nm.

The size of the lateral constant is clearest for point charges in vacuum. Write their interaction energy per cell, without the self-energy of each point, as

$$
U=\frac{q^2}{8\pi\varepsilon_0a}\,\xi .
$$

The planar term (6) with $A=a^2$ corresponds to

$$
\xi_{\rm planar}=\frac{8\pi\varepsilon_0a}{q^2}\,\frac{q^2L}{24\varepsilon_0a^2}=\frac{\pi L}{3a}.
$$

An Ewald sum supplies the lateral constant, so that

$$
\xi=\frac{\pi L}{3a}-3.90026+\text{(exponentially small terms)}. \tag{12}
$$

In a cubic cell, $L=a$, the first two terms give $-2.853$, while the full sum is $-2.837$. The exponential terms are thus small already there. The energy changes sign at $L/a=3\times3.90026/\pi=3.7245$. In a longer cell the periodic interaction raises the energy, and in a shorter one, down to the cubic cell and somewhat beyond, it lowers it. In very flat cells, with $L/a$ below about 0.24, the energy is positive again: neighbours along $z$ are then so close that their repulsion dominates, and the exponential terms in equation (12) are no longer small. A cell with $L/a=3.7245$ makes the total vanish, but the slope there is the full planar one, so the cancellation is lost as soon as the vacuum is changed at fixed $a$.

Equation (12) also shows what happens when the whole cell is enlarged at fixed shape. Then $\xi$ is fixed and $U$ falls as $1/a$. This simple scaling belongs to point charges in vacuum. A slab of fixed thickness brings in a second length, and the error then neither follows $1/a$ nor falls monotonically: for a point charge at the centre of the example slab with $L=3a$ it is 0.015, 0.055, 0.021 and $-0.001$ eV at $a=2$, 4, 8 and 16 nm. The linear divergence belongs to growth of the vacuum at fixed lateral area. Nor does extrapolating a straight line back to $L=0$ give the energy of an isolated defect. For the point array the intercept is the lateral constant, which still depends on $a$, whereas an isolated point charge has no interaction energy with images at all. A correction must subtract the energy of a model charge in the periodic cell, with its background, and add the energy of the same model charge in an isolated slab. The second part does not depend on $L$.

A formation energy also needs a reference for the electrons exchanged with the defect. For a defect of charge $q=Qe$ it contains

$$
E_{\rm f}=E_q-E_0+Q(E_{\rm v}+E_{\rm F})+\dots,
$$

where $E_q$ and $E_0$ are the energies of the charged and the neutral cell, $E_{\rm v}$ is the valence-band edge, $E_{\rm F}$ is the Fermi energy measured from it, and the dots stand for the chemical potentials of atoms. Suppose first that $E_{\rm v}$ is taken from the neutral slab. Could this reference bring in a linear term of its own?

Let $h(z)$ be the total planar-averaged charge density of a neutral slab that is symmetric about $z=0$. Its net charge and dipole vanish. The potential in the vacuum follows from equation (4). The constant $L/12$ multiplies the net charge and gives zero. Outside the slab $|z-z'|$ is linear in $z'$, so that term multiplies the net charge and the dipole and also gives zero. In $(z-z')^2/(2L)$ the part in $z'^2$ survives:

$$
\phi_{\rm vac}=\frac{M_2}{2\varepsilon_0L},\qquad M_2=\int z^2h(z)\,dz. \tag{13}
$$

The vacuum level of the neutral slab approaches the mean potential as $1/L$. Whether $E_{\rm v}$ is measured from the mean or from the vacuum level, the limiting slope of $E_{\rm f}$ is unchanged.

The case is different if the band edge is realigned to the potential of the charged slab. At the plane of the defect the bare-sheet potential is $qL/(12\varepsilon_0A)$ above the mean. Electron energies there are lowered by $e$ times this potential, and the term $QE_{\rm v}$ changes by $-q^2L/(12\varepsilon_0A)$. The sum of both linear terms is

$$
\frac{q^2L}{24\varepsilon_0A}-\frac{q^2L}{12\varepsilon_0A}=-\frac{q^2L}{24\varepsilon_0A}. \tag{14}
$$

The slope in the example turns from $+0.1885$ to $-0.1885$ eV/nm. The same happens in the dielectric slab: with zero mean potential its energy per area is $\tfrac12\sigma\phi(0)$, so subtracting $\sigma\phi(0)$ reverses the sign of the whole planar energy. Such an alignment, used alone, replaces one divergence by another. A falling energy in a series of calculations can thus have the same origin as a rising one.

The linear law assumes that the charge stays in the slab. For a negative defect this assumption fails once the vacuum is thick enough. The background is then positive and attracts electrons into the vacuum. From the slab face to the middle of the vacuum, the potential energy of an electron falls by

$$
W=\frac{e|\sigma|}{\varepsilon_0}\int_{d/2}^{L/2}\left(\frac12-\frac zL\right)dz
=\frac{e|\sigma|L}{\varepsilon_0}\int_0^{x/2}t\,dt
=\frac{e|\sigma|L_v^2}{8\varepsilon_0L}, \tag{15}
$$

where $Lx=L_v$ was used. The well is parabolic, because the background density $|\sigma|/L$ is uniform. Its curvature is $e|\sigma|/(\varepsilon_0L)=m\omega^2$, with $m$ the free-electron mass, and its lowest level lies $\hbar\omega/2$ above the bottom as long as the walls at the slab faces are far away on the scale of that state.

At 8 nm of vacuum the well is 3.619 eV deep and the zero-point energy is 0.093 eV. The lowest level should lie 3.526 eV below the potential at the slab face, and numerical diagonalisation between hard walls gives the same value. Suppose that the occupied defect level lies 3.0 eV below the vacuum potential at the slab face, a round model value held fixed as the vacuum grows. The well level then drops below it at a vacuum thickness of 7.0 nm. Beyond that point the ground state of the cell moves electron charge into the vacuum, provided that the basis can represent electrons there, and equation (7) no longer describes the energy. The 8 nm entry of the table is then valid for a positive defect but not for this negative one. For a positive defect the background repels electrons from the vacuum, and this failure does not occur.

The parameters lie in the regime of thin silica films: 3.9 is a rough static permittivity of silica, and 2 nm is the thickness of a very thin gate oxide. The charge density is far from typical. One charge per 4 nm² is 4.0 µC/cm², or $2.5\times10^{13}$ charges per cm², while trapped charge in good thermal oxides, very roughly $10^{10}$ to $10^{11}$ per cm², is lower by a factor of some hundreds to some thousands. The planar-averaged field in the slab beside the sheet is 5.8 MV/cm, below a rough breakdown field of 10 MV/cm but of the same order. Close to a localised charge the field is stronger than this average, so the linear dielectric remains an assumption of the model, which is not tested here. The potential drop from the sheet to the slab face, 0.52 V at 8 nm of vacuum, is small beside a gap of roughly 9 eV. If the ions are clamped, as in a calculation without relaxation, a rough permittivity of 2.1 applies, and the energy at 4 nm of vacuum rises by 0.17 eV, about a third of its value. The averaged field beside the sheet is then 10.8 MV/cm, and for a double charge at $\varepsilon=3.9$ it is 11.6 MV/cm, both above the rough breakdown field. The assumption that real devices break outright is the uniform background. In a device the compensating charge sits in the silicon, in the gate or in other defects, and there are no periodic images. The whole planar energy, 1.20 eV at 8 nm of vacuum, is therefore a property of the computational cell. It must be removed, along with the lateral interaction between images, before a computed level is compared with a trap in an oxide. The two parts can have opposite signs, as they do in equation (12), so the planar energy alone does not give the size of the total error. For a point charge at the centre of the example slab the lateral part, measured from the isolated slab, is $-0.52$ eV, which nearly cancels the planar 0.54 eV at 4 nm of vacuum and leaves 0.68 eV at 8 nm. The numerical output below lists the values for all four vacuum thicknesses.

## Numbers as computed

```
lateral cell side: 2.0 nm, area: 4.0 nm^2
slab thickness: 2.0 nm
relative permittivity (rough, silica): 3.9
sheet charge: 4.005 uC/cm2
e/eps0: 18.0951 V nm
limiting slope: 0.1885 eV/nm
slope after realignment: -0.1885 eV/nm
limiting offset from bare sheet: -0.8410 eV
vacuum 1 nm: period 3 nm, bare sheet 0.5655 eV, slab 0.1606 eV
  local slope 0.0847 eV/nm, ratio to limit 0.4492
  lateral energy minus that at 8 nm vacuum: 3.84e-02 meV
vacuum 2 nm: period 4 nm, bare sheet 0.7540 eV, slab 0.2634 eV
  local slope 0.1184 eV/nm, ratio to limit 0.6282
  lateral energy minus that at 8 nm vacuum: 1.69e-03 meV
vacuum 4 nm: period 6 nm, bare sheet 1.1309 eV, slab 0.5392 eV
  local slope 0.1522 eV/nm, ratio to limit 0.8072
  lateral energy minus that at 8 nm vacuum: 3.14e-06 meV
vacuum 8 nm: period 10 nm, bare sheet 1.8849 eV, slab 1.2009 eV
  local slope 0.1739 eV/nm, ratio to limit 0.9227
slope from Poisson solver, periods 25 to 30 nm: 0.1864 eV/nm
lateral decay rate, computed: 3.127 1/nm
smallest in-plane wavevector: 3.142 1/nm
point array, lateral constant times a: -3.90026 (no unit)
point array, cubic cell constant: -2.83730 (no unit)
point array, energy changes sign at L/a: 3.7245 (no unit)
neglected effects at 4 nm vacuum:
  clamped-ion permittivity (rough): 2.1
  energy change, clamped ions: 0.1749 eV
  energy change, Gaussian width 0.15 nm: -0.0469 eV
  energy change, displacement 0.8 nm: 0.0408 eV
fields and drop at 8 nm vacuum:
  field in slab beside sheet: 5.80 MV/cm
  rough oxide breakdown field: 10 MV/cm
  vacuum field at slab surface: 18.10 MV/cm
  drop from sheet to slab surface: 0.522 V
  rough silica gap: 9 eV
negative defect, electron well at 8 nm vacuum:
  well depth: 3.619 eV
  zero-point energy: 0.093 eV
  lowest level, diagonalised: -3.526 eV
  chosen defect level depth: 3.0 eV
  vacuum thickness at onset of spilling: 7.04 nm
```
